# Orbital magnetisation of the Haldane model: Bloch formula and finite flakes: a numerical check

```python
# Haldane model, Chern number C = 0, Hartree atomic units, electron charge -1.
# Under test: the flake moment m = -(1/2) Tr[P r x v], v = i[H,r], obeys
#   m/(L^2 Ac) = M + a1c/L + b2c/L^2 + exponentially small   (L x L rhombus), with
#   M = Im int d2k/(2pi)^2 <dx u|Q(H+E-)Q|dy u> = - int d2k/(2pi)^2 d0(k) Omega(k).
# D: on-site +D (A), -D (B); t1, t2 exp(i phi): first, second (clockwise) neighbour hops;
# a: lattice constant; Ac: cell area; P, Q=1-P: projectors on filled, empty states;
# H(k)=d0+d.sigma; Omega: Berry curvature of the lower band;
# LC, IC: the parts of M from Im PxQHQyP and -Im QxPHPyQ.
import numpy as np
from scipy import constants as sc

D0, t1, t2, phi0, a = 0.20, -0.10, 0.02, np.pi/4, 5.0
avec = a*np.array([[1.0, 0.0], [0.5, np.sqrt(3)/2]])
tau = np.array([avec.sum(0)/3, 2*avec.sum(0)/3])
Ac = abs(np.linalg.det(avec))
gvec = 2*np.pi*np.linalg.inv(avec).T
bcell = [(1, 0), (-1, 1), (0, -1)]
bvec = np.array(bcell) @ avec
delta = np.array([tau[1]-tau[0]-np.array(n) @ avec for n in [(0, 0), (1, 0), (0, 1)]])

# +b on A and -b on B are right turns through the shared neighbour (clockwise)
for sg in (1, -1):
    for b in bvec:
        d = [q for q in sg*delta if abs(np.linalg.norm(sg*b-q)-a/np.sqrt(3)) < 1e-9][0]
        assert d[0]*(sg*b-d)[1]-d[1]*(sg*b-d)[0] < 0

def hops(D, phi):  # (sublattice to, from, cell displacement, amplitude)
    h = [(0, 0, (0, 0), D), (1, 1, (0, 0), -D)]
    for n in [(0, 0), (1, 0), (0, 1)]:
        h += [(0, 1, n, t1), (1, 0, (-n[0], -n[1]), t1)]
    for n in bcell:
        m = (-n[0], -n[1]); e = t2*np.exp(1j*phi)
        h += [(0, 0, n, e), (0, 0, m, np.conj(e)), (1, 1, m, e), (1, 1, n, np.conj(e))]
    return h

def kmesh(N, extra=0):
    s = np.arange(N+extra)/N
    return np.stack(np.meshgrid(s, s, indexing='ij'), -1).reshape(-1, 2) @ gvec

def hk(k, D, phi):
    H = np.zeros((len(k), 2, 2), complex); dH = np.zeros((2,)+H.shape, complex)
    for s, t, n, amp in hops(D, phi):
        v = np.array(n) @ avec+tau[s]-tau[t]; ph = amp*np.exp(-1j*k @ v)
        H[:, s, t] += ph
        for c in (0, 1):
            dH[c, :, s, t] += -1j*v[c]*ph
    return H, dH

def bloch(D, phi, N=60, mu=0.0):
    H, dH = hk(kmesh(N), D, phi); E, U = np.linalg.eigh(H)
    c = [np.einsum('ks,kst,kt->k', U[:, :, 1].conj(), dH[i], U[:, :, 0])/(E[:, 0]-E[:, 1])
         for i in (0, 1)]
    im = np.imag(c[0].conj()*c[1])
    return np.mean((E[:, 1]-mu)*im)/Ac, np.mean((E[:, 0]-mu)*im)/Ac, E

def closed_form(D, phi, N=60):
    def dhat(k):
        d = np.stack([t1*np.cos(k @ delta.T).sum(1), -t1*np.sin(k @ delta.T).sum(1),
                      D+2*t2*np.sin(phi)*np.sin(k @ bvec.T).sum(1)], 1)
        return d/np.linalg.norm(d, axis=1)[:, None]
    k = kmesh(N); h = 1e-5/a
    der = [(dhat(k+h*e)-dhat(k-h*e))/(2*h) for e in np.eye(2)]
    Om = 0.5*np.sum(dhat(k)*np.cross(der[0], der[1]), 1)
    return -np.mean(2*t2*np.cos(phi)*np.cos(k @ bvec.T).sum(1)*Om)/Ac

def chern(D, phi, N=60):  # sum of plaquette Berry phases
    u = np.linalg.eigh(hk(kmesh(N, 1), D, phi)[0])[1][:, :, 0].reshape(N+1, N+1, 2)
    o = lambda p, q: np.sum(p.conj()*q, -1)
    w = (o(u[:-1, :-1], u[1:, :-1])*o(u[1:, :-1], u[1:, 1:])
         * o(u[1:, 1:], u[:-1, 1:])*o(u[:-1, 1:], u[:-1, :-1]))
    return -np.angle(w).sum()/(2*np.pi)

def flake(L, D, phi, triangle=False):
    cells = [(i, j) for i in range(L) for j in range(L) if not triangle or i+j < L]
    idx = {c: n for n, c in enumerate(cells)}
    H = np.zeros((2*len(cells),)*2, complex)
    for s, t, n, amp in hops(D, phi):
        for c, q in idx.items():
            p = idx.get((c[0]+n[0], c[1]+n[1]))
            if p is not None:
                H[2*p+s, 2*q+t] = amp
    r = ((np.array(cells) @ avec)[:, None, :]+tau[None]).reshape(-1, 2)
    return H, r-r.mean(0), idx

def mom_op(H, r):
    x, y = r.T
    vx = 1j*(H*x[None]-x[:, None]*H); vy = 1j*(H*y[None]-y[:, None]*H)
    return -0.5*(x[:, None]*vy-y[:, None]*vx)

def solve(L, D=D0, phi=phi0, triangle=False):
    H, r, idx = flake(L, D, phi, triangle); E, U = np.linalg.eigh(H)
    n = len(idx); V = U[:, :n]
    m = np.real(np.sum(V.conj()*(mom_op(H, r) @ V)))
    return dict(m=m, E=E, n=n, gap=E[n]-E[n-1], V=V, H=H, r=r, idx=idx)

def marker(f, cells):  # LC and IC marker summed over the two sites of each cell
    if 'P' not in f:
        f['P'] = f['V'] @ f['V'].conj().T
    P, H = f['P'], f['H']; x, y = f['r'][:, :1], f['r'][:, 1:]
    s = [2*f['idx'][c]+q for c in cells for q in (0, 1)]
    Pc = P[:, s]; Qc = np.eye(len(P))[:, s]-Pc
    lc = np.sum((x*Pc-P @ (x*Pc)).conj()*(H @ (y*Pc-P @ (y*Pc))), 0).imag
    ic = -np.sum((P @ (x*Qc)).conj()*(H @ (P @ (y*Qc))), 0).imag
    return lc.reshape(-1, 2).sum(1), ic.reshape(-1, 2).sum(1)

quad = lambda Ls, ms: np.linalg.solve(np.vander(np.array(Ls, float), 3), np.array(ms))

print(f"D = {D0} Ha, t1 = {t1} Ha, t2 = {t2} Ha, phi = {phi0:.6f} rad, a = {a} bohr")
print(f"cell area Ac = {Ac:.6f} bohr^2")
Dc = 3*np.sqrt(3)*t2*np.sin(phi0)
EK = np.linalg.eigvalsh(hk(np.array([[4*np.pi/(3*a), 0.0]]), D0, phi0)[0])[0]
assert abs(EK[1]-EK[0]-2*(D0-Dc)) < 1e-12
print(f"critical D = {Dc:.6f} Ha, direct gap at K = {EK[1]-EK[0]:.6f} Ha")

# Bloch side
LC, IC, Eb = bloch(D0, phi0); M = LC+IC
M36 = sum(bloch(D0, phi0, 36)[:2]); Mcf = closed_form(D0, phi0); C0 = chern(D0, phi0)
assert abs(M36-M) < 1e-9*abs(M) and abs(Mcf-M) < 1e-7*abs(M) and abs(C0) < 1e-8
assert abs(sum(bloch(D0, phi0, mu=0.3)[:2])-M) < 1e-9*abs(M)
assert abs(chern(0.09, phi0)) < 1e-8 and abs(abs(chern(0.06, phi0))-1) < 1e-8
for p in (-phi0, np.pi-phi0):
    assert abs(sum(bloch(D0, p)[:2])+M) < 1e-9*abs(M)
print(f"Chern number = {abs(round(C0, 8)):.0f}; bulk gap = {Eb[:,1].min()-Eb[:,0].max():.6f} Ha")
print(f"M_LC = {LC:.9e} au, M_IC = {IC:.9e} au")
print(f"M Bloch (60x60) = {M:.9e} au; |change from 36x36| = {abs(M36-M):.1e} au")
print(f"M from -d0*Omega = {Mcf:.9e} au")
Icur = sc.e*sc.physical_constants['Hartree energy'][0]/sc.hbar
muB = sc.e*sc.hbar/sc.m_e/sc.physical_constants['Bohr magneton'][0]
print(f"M = {M*Icur*1e6:.6f} microA; M*Ac = {M*Ac:.9e} au = {M*Ac*muB:.6e} mu_B/cell")

# spectral bounds and the series for the projector
g = D0-6*abs(t2); W = np.sqrt(D0**2+9*t1**2)+6*abs(t2); rho = 1-g*g/W**2
f = solve(5); I = np.eye(2*f['n']); Y = I-f['H'] @ f['H']/W**2
sgn = I-2*f['V'] @ f['V'].conj().T; S = I.astype(complex); T = S.copy(); c = 1.0
for n in range(1, 601):
    c *= (2*n-1)/(2*n); T = T @ Y; S = S+c*T
    if n in (200, 600):
        err = np.linalg.norm(f['H'] @ S/W-sgn, 2); bound = rho**(n+1)/(1-rho)
        assert err <= bound
assert bound < 1e-5
print(f"g = {g:.4f} Ha, W = {W:.6f} Ha, rho = {rho:.6f}")
print(f"sign series n=600, L=5: error {err:.1e}, bound {bound:.1e}")

# rhombic flakes
Ls = list(range(6, 21, 2)); F = {L: solve(L) for L in Ls}; merr = {}
print("L, m (au), M_L = m/(L^2 Ac) (au), gap (Ha), central marker/Ac - M (au)")
for L in Ls:
    f = F[L]
    assert np.sum(f['E'] < 0) == f['n'] and g <= abs(f['E']).min() and abs(f['E']).max() <= W
    l, i = marker(f, [(L//2, L//2)]); merr[L] = (l[0]+i[0])/Ac-M
    print(f"{L:3d} {f['m']:.9f} {f['m']/(L*L*Ac):.9e} {f['gap']:.5f} {merr[L]:.2e}")
assert abs(l[0]/Ac-LC) < 1e-4*abs(M) and abs(i[0]/Ac-IC) < 1e-4*abs(M)
assert abs(merr[20]) < 1e-2*abs(merr[6])
print(f"L=20 central marker: LC = {l[0]/Ac:.9e} au, IC = {i[0]/Ac:.9e} au")

# m = -dE/dB, origin independence, exact rearrangement
f = F[8]; x, y = f['r'].T; cr = x[None]*y[:, None]-y[None]*x[:, None]
EB = lambda B: np.linalg.eigvalsh(f['H']*np.exp(-0.5j*B*cr))[:f['n']].sum()
mB = -(EB(1e-5)-EB(-1e-5))/2e-5
ms = np.real(np.sum(f['V'].conj()*(mom_op(f['H'], f['r']+[37.0, -11.0]) @ f['V'])))
mk = sum(q.sum() for q in marker(f, list(f['idx'])))
assert abs(mB-f['m']) < 1e-5 and abs(ms-f['m']) < 1e-9 and abs(mk-f['m']) < 1e-9
print(f"L=8: -dE/dB = {mB:.7f} au, shifted origin {ms:.9f} au, marker sum {mk:.9f} au")

# locality of P and agreement with the crystal projector
f = F[20]; i0 = 2*f['idx'][(10, 10)]; dr = f['r'][i0]-f['r']; dist = np.linalg.norm(dr, axis=1)
k = kmesh(60); u = np.linalg.eigh(hk(k, D0, phi0)[0])[1][:, :, 0]
dP = max(abs(np.mean(np.exp(1j*k @ dr[j])*u[:, 0]*u[:, j % 2].conj())-f['P'][i0, j])
         for j in np.where(dist < 3.01*a)[0])
tail = [np.linalg.norm(f['P'][i0, dist > q*a-1e-6]) for q in (2, 8)]
assert dP < 1e-6 and tail[1] < 2e-2*tail[0]
print(f"max |P flake - P crystal| within 3a of centre = {dP:.1e}")
print(f"tail norm of P: r>=2a {tail[0]:.3e}, r>=8a {tail[1]:.3e}; "
      f"decay length {6*a/np.log(tail[0]/tail[1]):.2f} bohr")

# extrapolation
big = quad([16, 18, 20], [F[L]['m'] for L in (16, 18, 20)])
small = quad([10, 12, 14], [F[L]['m'] for L in (10, 12, 14)])
assert abs(big[0]/Ac-M) < 1e-6*abs(M)
assert abs(np.polyval(small, 20)-F[20]['m']) < 1e-5*abs(M)*Ac*400
print(f"fit L=16,18,20: M = {big[0]/Ac:.9e} au, rel. dev. {big[0]/Ac/M-1:.1e}")
print(f"alpha = {big[1]:.7e} au, beta = {big[2]:.7e} au")
print(f"a1c = {big[1]/Ac:.7e} au, b2c = {big[2]/Ac:.7e} au")
print(f"fit L=10,12,14: M = {small[0]/Ac:.9e} au, predicts m(20) = {np.polyval(small,20):.9f} au")
for L1, L2 in ((10, 20), (16, 20)):
    MR = (F[L2]['m']/L2-F[L1]['m']/L1)/(Ac*(L2-L1)); res = -small[2]/(Ac*L1*L2)
    assert abs(MR-M-res) < 1e-5*abs(M)
    print(f"pure 1/L, L={L1},{L2}: {MR:.7e} au, minus M {MR-M:.4e}, -b2c/(L1 L2) {res:.4e} au")
print(f"raw rel. dev. at L=20: {F[20]['m']/(400*Ac*M)-1:.4f}")
row = sum(marker(f, [(j, 10) for j in range(20)])); col = sum(marker(f, [(10, j) for j in range(20)]))
e1, e2 = (row-M*Ac).sum(), (col-M*Ac).sum()
assert abs(e1+e2-big[1]) < 1e-3*abs(M)*Ac
print(f"marker excess row {e1:.7e}, column {e2:.7e}, sum {e1+e2:.7e} au")
print("row marker/(M Ac), cells 0,1,2,3,10,18,19:",
      " ".join(f"{row[j]/(M*Ac):.4f}" for j in (0, 1, 2, 3, 10, 18, 19)))

# another shape, other phases, symmetric point
mt = [solve(L, triangle=True)['m'] for L in (16, 20, 24)]; tri = quad([16, 20, 24], mt)
assert abs(2*tri[0]/Ac-M) < 1e-5*abs(M)
print("triangle m(16,20,24) =", " ".join(f"{q:.9f}" for q in mt), "au")
print(f"triangle fit: M = {2*tri[0]/Ac:.9e} au, alpha = {tri[1]:.7e}, beta = {tri[2]:.7e} au")
for p in (np.pi/6, 2*np.pi/3):
    Mb = sum(bloch(D0, p)[:2])
    Mf = quad([10, 12, 14], [solve(L, phi=p)['m'] for L in (10, 12, 14)])[0]/Ac
    assert abs(Mf-Mb) < 1e-4*abs(Mb)
    print(f"phi = {p:.6f} rad: Bloch {Mb:.7e} au, flake fit {Mf:.7e} au")
mz = solve(8, phi=np.pi/2)['m']; Mz = sum(bloch(D0, np.pi/2)[:2])
assert abs(mz) < 1e-10 and abs(Mz) < 1e-12
print(f"phi = pi/2: |m(L=8)| = {abs(mz):.0e} au, |M Bloch| = {abs(Mz):.0e} au")

# contrast case with nonzero Chern number
D1 = 0.02; C1 = chern(D1, phi0); b0 = bloch(D1, phi0); b1 = bloch(D1, phi0, mu=0.01)
slope = (b1[0]+b1[1]-b0[0]-b0[1])/0.01
gb = b0[2][:, 1].min()-b0[2][:, 0].max(); gf = solve(12, D=D1)['gap']
assert abs(abs(C1)-1) < 1e-8 and abs(slope-C1/(2*np.pi)) < 1e-7 and gf < 0.3*gb
print(f"D = {D1} Ha: C = {C1:.6f}, dM/dmu = {slope:.7f} au/Ha, C/2pi = {C1/(2*np.pi):.7f}")
print(f"D = {D1} Ha: bulk gap {gb:.5f} Ha, L=12 flake gap {gf:.5f} Ha")
print("checks complete")
```

It prints:

```
D = 0.2 Ha, t1 = -0.1 Ha, t2 = 0.02 Ha, phi = 0.785398 rad, a = 5.0 bohr
cell area Ac = 21.650635 bohr^2
critical D = 0.073485 Ha, direct gap at K = 0.253031 Ha
Chern number = 0; bulk gap = 0.253031 Ha
M_LC = -8.582426897e-04 au, M_IC = 6.986742714e-04 au
M Bloch (60x60) = -1.595684182e-04 au; |change from 36x36| = 1.1e-19 au
M from -d0*Omega = -1.595684182e-04 au
M = -1.056920 microA; M*Ac = -3.454757596e-03 au = -6.909515e-03 mu_B/cell
g = 0.0800 Ha, W = 0.480555 Ha, rho = 0.972286
sign series n=600, L=5: error 1.1e-14, bound 1.7e-06
L, m (au), M_L = m/(L^2 Ac) (au), gap (Ha), central marker/Ac - M (au)
  6 -0.081680894 -1.047966360e-04 0.28325 3.41e-05
  8 -0.163353219 -1.178900314e-04 0.27290 5.24e-06
 10 -0.272664454 -1.259383168e-04 0.26713 7.92e-07
 12 -0.409613776 -1.313836798e-04 0.26357 1.19e-07
 14 -0.574201159 -1.353123239e-04 0.26122 1.80e-08
 16 -0.766426603 -1.382801892e-04 0.25957 2.71e-09
 18 -0.986290107 -1.406011997e-04 0.25838 4.07e-10
 20 -1.233791673 -1.424659909e-04 0.25749 6.14e-11
L=20 central marker: LC = -8.582426566e-04 au, IC = 6.986742997e-04 au
L=8: -dE/dB = -0.1633532 au, shifted origin -0.163353219 au, marker sum -0.163353219 au
max |P flake - P crystal| within 3a of centre = 6.1e-10
tail norm of P: r>=2a 1.774e-02, r>=8a 9.469e-06; decay length 3.98 bohr
fit L=16,18,20: M = -1.595684182e-04 au, rel. dev. 5.5e-14
alpha = 7.5300059e-03 au, beta = -2.4887530e-03 au
a1c = 3.4779608e-04 au, b2c = -1.1495058e-04 au
fit L=10,12,14: M = -1.595684226e-04 au, predicts m(20) = -1.233791677 au
pure 1/L, L=10,20: -1.5899366e-04 au, minus M 5.7475e-07, -b2c/(L1 L2) 5.7476e-07 au
pure 1/L, L=16,20: -1.5920920e-04 au, minus M 3.5922e-07, -b2c/(L1 L2) 3.5922e-07 au
raw rel. dev. at L=20: -0.1072
marker excess row 3.7650132e-03, column 3.7650132e-03, sum 7.5300263e-03 au
row marker/(M Ac), cells 0,1,2,3,10,18,19: 3.1793 1.1854 1.0320 1.0049 1.0000 0.3471 -1.7074
triangle m(16,20,24) = -0.384637180 -0.619105794 -0.908850528 au
triangle fit: M = -1.595684182e-04 au, alpha = 3.5684834e-03, beta = 4.7605801e-04 au
phi = 0.523599 rad: Bloch -1.3329245e-04 au, flake fit -1.3329245e-04 au
phi = 2.094395 rad: Bloch 1.4351293e-04 au, flake fit 1.4351295e-04 au
phi = pi/2: |m(L=8)| = 4e-15 au, |M Bloch| = 0e+00 au
D = 0.02 Ha: C = 1.000000, dM/dmu = 0.1591549 au/Ha, C/2pi = 0.1591549
D = 0.02 Ha: bulk gap 0.10697 Ha, L=12 flake gap 0.00963 Ha
checks complete
```
